# The plasmon tail and cusp conditions of an electron-gas Jastrow factor, part 1

(Sections cited here and not found follow in the second part.)

## 1. The long-range pair term from plasmon zero-point motion

### Dimensional and symmetry argument

A harmonic mode with coordinate \(Q\), inertia \(M\) and stiffness \(K\) has one dimensionless combination of \(Q^2\) with \(\hbar\):

\[
\frac{\sqrt{KM}\,Q^2}{\hbar}=\frac{KQ^2}{\hbar\Omega},\qquad \Omega=\sqrt{K/M}.
\]

Its ground state is \(\exp[-KQ^2/(2\hbar\Omega)]\). The exponent is therefore minus the potential energy of the mode divided by \(\hbar\Omega\). If the long-wavelength density modes of an electron gas are independent oscillators that share the frequency \(\omega_p\), their joint ground state is the exponential of minus the Coulomb energy divided by \(\hbar\omega_p\). Since the Coulomb energy is a sum over pairs, so is the exponent, and, at the large separations that these modes describe, each pair contributes

\[
u(r)=\frac{1}{\hbar\omega_p}\,\frac{e^2}{4\pi\varepsilon_0 r}.
\]

Symmetry restricts the exponent further. Shifting all electrons by \(\mathbf s\) multiplies a density mode \(\rho_{\mathbf k}\) by \(e^{-i\mathbf k\cdot\mathbf s}\). A product \(\rho_{\mathbf k}\rho_{\mathbf k'}\) is unchanged by every shift only if \(\mathbf k'=-\mathbf k\), so a translation-invariant quadratic exponent is a sum of terms \(|\rho_{\mathbf k}|^2\). Isotropy makes their coefficients depend on \(k=|\mathbf k|\) alone. What remains to be shown is that the modes are oscillators of this kind, and under which conditions.

### Model and conventions

The algebra uses atomic units, \(\hbar=m=e^2/(4\pi\varepsilon_0)=1\). There are \(N\) electrons in a periodic volume \(V\), with density \(n=N/V\), a uniform neutralizing background and equal numbers of both spins. The trial function is

\[
\Psi=D\exp\Big[-\sum_{i<j}u(r_{ij})\Big],
\]

where \(D\) is the product of a spin-up and a spin-down determinant of plane waves. Each pair is counted once, and \(u\) belongs to the amplitude \(\Psi\); the probability density \(|\Psi|^2\) contains \(2u\).

Define

\[
\rho_{\mathbf k}=\sum_i e^{-i\mathbf k\cdot\mathbf r_i},\qquad
v_k=\frac{4\pi}{k^2}.
\]

The background cancels the term \(\mathbf k=0\) of the Coulomb interaction. In \(|\rho_{\mathbf k}|^2=\sum_{i,j}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)}\) the \(N\) terms with \(i=j\) each equal one. Half the sum over \(i\ne j\) is the sum over pairs, so up to a constant independent of the positions the interaction energy is

\[
W=\frac{1}{2V}\sum_{\mathbf k\ne0}v_k\big(|\rho_{\mathbf k}|^2-N\big).
\]

The same steps applied to \(u\), with \(u_k\) its Fourier transform and \(1/V=n/N\), give

\[
\sum_{i<j}u(r_{ij})=\frac{1}{2N}\sum_{\mathbf k\ne0}c_k|\rho_{\mathbf k}|^2+\text{constant},
\qquad c_k=n\,u_k .
\]

The constant changes the norm of \(\Psi\) and nothing else. For the moment \(D\) is left out, and the particles are described by a function \(\Phi\) of the density modes.

### Kinetic energy of the density modes

From the definition,

\[
\nabla_i\rho_{\mathbf k}=-i\mathbf k\,e^{-i\mathbf k\cdot\mathbf r_i},\qquad
\sum_i\nabla_i^2\rho_{\mathbf k}=-k^2\rho_{\mathbf k},
\]

\[
\sum_i\nabla_i\rho_{\mathbf k}\cdot\nabla_i\rho_{\mathbf k'}
=(-i)^2\,\mathbf k\cdot\mathbf k'\sum_i e^{-i(\mathbf k+\mathbf k')\cdot\mathbf r_i}
=-\mathbf k\cdot\mathbf k'\,\rho_{\mathbf k+\mathbf k'} .
\]

The chain rule then gives

\[
-\frac12\sum_i\nabla_i^2\Phi=
\frac12\sum_{\mathbf k}k^2\rho_{\mathbf k}\frac{\partial\Phi}{\partial\rho_{\mathbf k}}
+\frac12\sum_{\mathbf k,\mathbf k'}\mathbf k\cdot\mathbf k'\,\rho_{\mathbf k+\mathbf k'}
\frac{\partial^2\Phi}{\partial\rho_{\mathbf k}\partial\rho_{\mathbf k'}} .
\]

For \(\mathbf k'=-\mathbf k\) the factor \(\rho_0\) equals \(N\). For other \(\mathbf k'\) it is a sum of \(N\) phases, of order \(\sqrt N\) in a disordered gas. The random-phase approximation keeps the terms with \(\rho_0\). It is suited to a limited set of long-wavelength modes, because the many small neglected terms can add up when very many modes are retained.

Write \(\rho_{\mathbf k}=a+ib\), so that \(\rho_{-\mathbf k}=a-ib\). Then

\[
\frac{\partial}{\partial\rho_{\pm\mathbf k}}=\frac12\Big(\frac{\partial}{\partial a}\mp i\frac{\partial}{\partial b}\Big),\qquad
\frac{\partial^2}{\partial\rho_{\mathbf k}\partial\rho_{-\mathbf k}}
=\frac14\Big(\frac{\partial^2}{\partial a^2}+\frac{\partial^2}{\partial b^2}\Big).
\]

The kept term occurs twice, once for \(\mathbf k\) and once for \(-\mathbf k\). Its contribution is

\[
2\Big(-\frac{Nk^2}{2}\Big)\frac14\Big(\frac{\partial^2}{\partial a^2}+\frac{\partial^2}{\partial b^2}\Big)
=-\frac{1}{2M}\Big(\frac{\partial^2}{\partial a^2}+\frac{\partial^2}{\partial b^2}\Big),
\qquad M=\frac{2}{Nk^2}.
\]

The interaction also counts \(\mathbf k\) and \(-\mathbf k\), which gives \((v_k/V)(a^2+b^2)\). Setting this equal to \(\tfrac12K(a^2+b^2)\) gives \(K=2v_k/V\). Hence

\[
\Omega^2=\frac KM=\frac{2v_k}{V}\,\frac{Nk^2}{2}=n\,k^2v_k=4\pi n=\omega_p^2 .
\]

The factor \(k^2\) from the inertia cancels the \(1/k^2\) of the Coulomb interaction. This is why all long waves share one frequency in three dimensions. In a two-dimensional layer \(v_k=2\pi/k\), the frequency falls as \(\sqrt k\), and the result below does not apply.

The first-derivative term has been left out so far. For the pair \(\pm\mathbf k\) it equals \(\tfrac12k^2(a\,\partial_a+b\,\partial_b)\). Acting on \(\exp(-\tfrac12M\omega_pa^2)\), it produces \(-\tfrac12k^2M\omega_pa^2\), whereas the second derivative produces \(-\tfrac12M\omega_p^2a^2\). The ratio is \(k^2/\omega_p\), so the oscillator picture requires

\[
k^2\ll\omega_p .
\]

### Ground state and pair term

The ground state of the two coordinates is

\[
\exp\big[-\tfrac12M\omega_p(a^2+b^2)\big]
=\exp\Big[-\frac{\omega_p}{Nk^2}|\rho_{\mathbf k}|^2\Big].
\]

In the pair factor, \(\mathbf k\) and \(-\mathbf k\) together give \(\exp[-(c_k/N)|\rho_{\mathbf k}|^2]\). Comparing the exponents and using \(n=\omega_p^2/(4\pi)\),

\[
c_k=\frac{\omega_p}{k^2},\qquad
u_k=\frac{c_k}{n}=\frac{4\pi}{\omega_pk^2}.
\]

Each real coordinate has zero-point energy \(\omega_p/2\). There are two coordinates for two wave vectors, so the energy is \(\omega_p/2\) per wave vector. Each coordinate also has \(\langle a^2\rangle=1/(2M\omega_p)=Nk^2/(4\omega_p)\), and the structure factor is

\[
S(k)=\frac{\langle|\rho_{\mathbf k}|^2\rangle}{N}=\frac{k^2}{2\omega_p}.
\]

Long-wavelength density fluctuations are suppressed because they cost Coulomb energy, and their remaining size is the zero-point amplitude.

To return to real space, the angular integral over the directions of \(\mathbf k\) gives \(4\pi\sin(kr)/(kr)\), and therefore

\[
u(r)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{\omega_pk^2}\,e^{i\mathbf k\cdot\mathbf r}
=\frac{2}{\pi\omega_pr}\int_0^\infty\frac{\sin kr}{k}\,dk=\frac{1}{\omega_pr},
\]

because the last integral equals \(\pi/2\) for \(r>0\). The integration runs over all \(k\), although \(u_k\) was derived for small \(k\). The result is accordingly a statement about large \(r\), where the singularity of \(u_k\) at \(k=0\) controls the tail:

\[
u(r)\to\frac Ar,\qquad A=\frac1{\omega_p}.
\]

### The same result from the local energy

A good trial function has a nearly constant local energy, \(\Psi^{-1}H\Psi\). This gives a second derivation that retains the first-derivative term. Let

\[
J=-\frac1{2N}\sum_{\mathbf k}c_k\rho_{\mathbf k}\rho_{-\mathbf k},\qquad
e^{-J}\Big(-\frac12\sum_i\nabla_i^2\Big)e^{J}
=-\frac12\sum_i\big(\nabla_i^2J+|\nabla_iJ|^2\big).
\]

The product rule gives

\[
\sum_i\nabla_i^2(\rho_{\mathbf k}\rho_{-\mathbf k})=-2k^2|\rho_{\mathbf k}|^2+2Nk^2,
\qquad
\sum_i\nabla_i^2J=\sum_{\mathbf k}c_kk^2\Big(\frac{|\rho_{\mathbf k}|^2}{N}-1\Big).
\]

In the gradient, the terms for \(\mathbf k\) and \(-\mathbf k\) are equal after relabelling, so

\[
\nabla_iJ=\frac iN\sum_{\mathbf k}c_k\mathbf k\,\rho_{-\mathbf k}e^{-i\mathbf k\cdot\mathbf r_i},
\qquad
\sum_i|\nabla_iJ|^2\simeq\sum_{\mathbf k}c_k^2k^2\frac{|\rho_{\mathbf k}|^2}{N},
\]

where the second relation keeps the products containing \(\rho_0=N\). With \(nv_k=\omega_p^2/k^2\), adding \(W\) gives

\[
E_L=\sum_{\mathbf k}\left\{\frac12\Big[\frac{\omega_p^2}{k^2}-k^2(c_k+c_k^2)\Big]\frac{|\rho_{\mathbf k}|^2}{N}
+\frac{c_kk^2}{2}-\frac{\omega_p^2}{2k^2}\right\}.
\]

The fluctuating part vanishes if

\[
c_k^2+c_k=\frac{\omega_p^2}{k^4},\qquad
c_k=-\frac12+\sqrt{\frac14+\frac{\omega_p^2}{k^4}} .
\]

The positive root is the one that suppresses density fluctuations. For small \(k\) it is \(\omega_p/k^2-\tfrac12+\dots\), which reproduces the oscillator result. The constant \(c_kk^2/2=\omega_p/2-k^2/4+\dots\) is the zero-point energy, and \(-\omega_p^2/(2k^2)\) removes the interaction of each electron with itself.

### Size of the effect in a model gas

Take \(n=0.05\) electrons per cubic angstrom. The radius of the sphere holding one electron is \(r_s=1.684\) Å, or 3.182 in units of the Bohr radius \(a_0=0.529\) Å. Since \(n=3/(4\pi r_s^3)\),

\[
\omega_p=\sqrt{\frac3{r_s^3}}=\sqrt{\frac{3}{32.2}}=0.305\ \text{hartree}=8.30\ \text{eV}.
\]

The local energy can be evaluated from particle positions without dropping the products of different modes. For this purpose 2000 particles were placed uniformly at random in a periodic cube, 2000 times, and the derivatives of \(J\) were taken by finite differences. The interaction and \(J\) contained the six shortest wave vectors, with \(k=0.184\) Å\(^{-1}\), and there was no determinant. The coefficient was \(c_k=f\omega_p/k^2\), with a variable factor \(f\).

For this choice the bracket in \(E_L\) is \((\omega_p^2/k^2)(1-f^2-f\eta)\), where \(\eta=k^2/\omega_p=0.031\). The random-phase formula thus predicts a standard deviation proportional to \(|1-f^2-f\eta|\). The last column scales this from the sampled value at \(f=0\). For uniform random positions each of the three independent \(|\rho_{\mathbf k}|^2/N\) has a standard deviation close to one, so the expected value at \(f=0\) is \(\sqrt3\,\omega_p^2/k^2=464\) eV. The sample gives 486 eV, about 5% or two standard errors higher, and the scaling removes this common sampling error from the comparison.

| \(f\) | computed (eV) | predicted (eV) |
|---|---|---|
| 0 | 486 | 486 |
| 0.5 | 357 | 357 |
| 0.9 | 79 | 79 |
| 1.0 | 19 | 15 |
| 1.1 | 119 | 119 |
| 1.5 | 631 | 630 |

For these uniformly random positions the plasmon coefficient removes about 96% of the spread found without a pair factor. This is not the spread met in a Monte Carlo calculation, where positions are drawn from \(|\Psi|^2\): that weight lowers the mean of \(|\rho_{\mathbf k}|^2/N\) from one to about \(1/(1+2c_k)\approx1/65\), and the spread at \(f=1\) falls to a few tenths of an eV. At \(f=1\) the predicted 15 eV comes from the first-derivative term. The excess comes from the products of modes that the random-phase formula drops. With the full root for \(c_k\), the mean local energy plus the self-interaction term gives \(4.12\pm0.04\) eV per wave vector, where the uncertainty is one standard error. The formula \(\omega_p/2-k^2/4\) gives 4.09 eV, but the dropped products also shift the mean. Along one axis the derivative of \(J\) with respect to \(x_i\) is \((2c_kk/N)\sum_{j\ne i}\sin k(x_i-x_j)\). For uniform positions its mean square is \(2c_k^2k^2(N-1)/N^2\), so the mean of \(\sum_i|\nabla_iJ|^2\) is \(1-1/N\) times the random-phase value. This raises the mean by \(c_k^2k^2/(2N)=0.065\) eV per wave vector, to 4.15 eV. The test therefore confirms the zero-point energy at the level of about 1% of \(\omega_p/2\) but does not resolve the correction \(k^2/4=0.064\) eV.

### What the determinant changes

The determinant already correlates electrons of equal spin. Acting on the Fermi sea, \(\rho_{\mathbf k}\) shifts one electron by \(-\mathbf k\), which the exclusion principle allows if the new state is empty. The determinant's structure factor \(S_0\) is therefore the fraction of the Fermi sphere that a shift by \(k\) carries outside. For small \(k\) this is a layer of volume \(\pi k_F^2k\), and

\[
S_0=\frac{\pi k_F^2k}{\tfrac43\pi k_F^3}=\frac{3k}{4k_F}.
\]

Suppose that the modes have a Gaussian distribution \(\exp[-|\rho_{\mathbf k}|^2/(NS_0)]\) under \(|D|^2\). The squared pair factor multiplies it by \(\exp[-2c_k|\rho_{\mathbf k}|^2/N]\), so

\[
\frac1S=\frac1{S_0}+2c_k .
\]

If the full function is to have the plasmon value \(1/S=2\omega_p/k^2\), with no separate term in \(1/k\), then

\[
c_k=\frac{\omega_p}{k^2}-\frac{2k_F}{3k}=\frac{\omega_p}{k^2}\Big(1-\frac{2k_Fk}{3\omega_p}\Big).
\]

The correction vanishes relative to the leading term as \(k\to0\), so the \(1/r\) tail and its coefficient survive. In the model gas \(k_F=1.14\) Å\(^{-1}\), and the relative correction is 7% at \(k=0.1\) Å\(^{-1}\) and 0.7% at 0.01 Å\(^{-1}\). This is an estimate within the Gaussian assumption, not a proof for the interacting gas.

## 2. The cusp conditions and the complete pair term

Plasmon zero-point motion gives the pair term the tail \(u(r)\to A/r\) with \(A=1/\omega_p\), and within the Gaussian estimate the determinant leaves this leading tail unchanged. What remains is the behaviour at short distance, where the cusp conditions for antiparallel and parallel spins must be met by a form that joins this tail.
